\section*{Second Sound in a Crystal with Several Debye Branches}

\section{The common drift}

\textbf{Q.} A gas of phonons with one sound speed $v$ carries temperature waves at $v/\sqrt3$. A crystal has one longitudinal and two transverse branches. Which speed should I put in, or which average?

\textbf{A.} Let the conservation laws choose the average. Take a non-metallic crystal whose branches obey $\omega=v_i k$ in every direction, and count each polarization as a branch. Assume that $k_BT$ is far below the cutoff energy of every branch, that the volume is fixed, and that the disturbance is small.

Assume also that normal collisions, which conserve energy and crystal momentum, are fast on the scale of the wave, while collisions that destroy momentum are slow:
\begin{equation}
\Omega\tau_N\ll1\ll\Omega\tau_R .
\label{window}
\end{equation}
Here $\Omega$ is the angular frequency of the heat wave, and $\tau_N$ and $\tau_R$ are the two collision times.

\textbf{Q.} Why should different branches share one temperature and one drift velocity?

\textbf{A.} Because normal collisions mix them. Consider the distribution
\begin{equation}
n=\frac{1}{e^{y}-1},\qquad
y=\frac{\hbar\omega-\hbar\mathbf k\cdot\mathbf u}{k_BT},
\label{drift}
\end{equation}
and a process in which phonons 1 and 2 merge into phonon 3. Energy and momentum conservation give $y_1+y_2=y_3$ if $T$ and $\mathbf u$ are common to all three. Since $(n+1)/n=e^y$,
\begin{equation}
\frac{(n_1+1)(n_2+1)}{n_1n_2}=e^{y_1+y_2}=e^{y_3}=\frac{n_3+1}{n_3}.
\end{equation}
Hence $n_1n_2(n_3+1)=(n_1+1)(n_2+1)n_3$: merging and splitting balance. With different drift velocities in the branches, $y_1+y_2=y_3$ would fail for collisions that connect them. I assume that such collisions are frequent enough to leave no other conserved quantity.

\section{Four moments}

\textbf{Q.} The faster branch carries energy faster. Doesn't that already give it more weight?

\textbf{A.} It has fewer thermal phonons, and each carries less momentum at a given energy. The moments show how these effects combine.

Put $x=\hbar\omega/k_BT$ and $n_0=1/(e^x-1)$. Differentiation gives $dn/dy=-n(n+1)$, while a small temperature change and drift give $\delta y=-x\,\delta T/T-\hbar\mathbf k\cdot\mathbf u/k_BT$. Therefore
\begin{equation}
\delta n=n_0(n_0+1)\left[x\frac{\delta T}{T}+
\frac{\hbar\mathbf k\cdot\mathbf u}{k_BT}\right].
\label{dn}
\end{equation}

Let $\mathbf u$ point along $z$ and let $\mu=k_z/k$. In branch $i$, $k=k_BTx/(\hbar v_i)$, so with $\langle\cdots\rangle$ the average over directions,
\begin{equation}
\int\!\frac{d^3k}{(2\pi)^3}(\cdots)=
\frac{(k_BT)^3}{2\pi^2\hbar^3v_i^3}\int_0^\infty\!dx\,x^2\langle\cdots\rangle .
\label{measure}
\end{equation}
The upper limit is infinite because $k_BT$ is far below the cutoff. All four moments contain the same radial integral. Using $n_0(n_0+1)=-dn_0/dx$ and integrating by parts,
\begin{equation}
J_4=\int_0^\infty x^4n_0(n_0+1)\,dx
=4\int_0^\infty\frac{x^3}{e^x-1}\,dx=\frac{4\pi^4}{15}.
\end{equation}
I write $S_m=\sum_i v_i^{-m}$.

For the energy density, the temperature term in \eqref{dn} gives $\hbar\omega\,x/T=k_Bx^2$. The drift term is odd in $\mu$ and vanishes. The heat capacity per volume is thus
\begin{equation}
C=\frac{k_B^4T^3}{2\pi^2\hbar^3}J_4S_3
=\frac{2\pi^2}{15}\frac{k_B^4T^3}{\hbar^3}S_3 .
\label{C}
\end{equation}

For the momentum density $P=\rho u$, the drift term gives $(\hbar k\mu)^2/k_BT=k_BT\,x^2\mu^2/v_i^2$. With $\langle\mu^2\rangle=1/3$,
\begin{equation}
\rho=\frac{(k_BT)^4}{2\pi^2\hbar^3}\frac{J_4}{3}S_5
=\frac{2\pi^2}{45}\frac{k_B^4T^4}{\hbar^3}S_5 .
\label{rho}
\end{equation}
The two extra inverse speeds come from the two factors of momentum $\hbar k=\hbar\omega/v_i$.

For the energy flux, the integrand is $(\hbar\omega v_i\mu)(\hbar k\mu)u/k_BT=k_BT\,x^2\mu^2u$. The velocity has cancelled the inverse speed in the momentum. For the momentum flux, it is $(\hbar k\mu)(v_i\mu)x\,\delta T/T=k_Bx^2\mu^2\delta T$, with the same cancellation. Comparison with \eqref{C} gives
\begin{equation}
Q=\frac{TC}{3}u,\qquad \delta\Pi=\frac C3\,\delta T .
\label{flux}
\end{equation}

\section{The wave}

\textbf{Q.} Then what speed follows?

\textbf{A.} Conservation of energy and momentum, to first order, reads
\begin{align}
C\,\partial_tT+\frac{TC}{3}\nabla\cdot\mathbf u&=0,\label{energy}\\
\rho\,\partial_t\mathbf u+\frac C3\nabla T&=0.\label{momentum}
\end{align}
Differentiate \eqref{energy} in time and replace $\partial_t\mathbf u$ by $-(C/3\rho)\nabla T$:
\begin{equation}
\partial_t^2T=\frac{TC}{9\rho}\nabla^2T .
\end{equation}
The coefficient is the squared speed. Inserting \eqref{C} and \eqref{rho},
\begin{equation}
c^2=\frac{TC}{9\rho}
=\frac{2\pi^2/15}{9(2\pi^2/45)}\frac{S_3}{S_5}
=\frac13\,\frac{\sum_i v_i^{-3}}{\sum_i v_i^{-5}} .
\label{result}
\end{equation}

As a test, the full distribution \eqref{drift} was integrated and differentiated numerically for speeds in the ratio $1:1.7:3$. The resulting speed agreed with \eqref{result} within one part in $10^5$.

\textbf{Q.} What kind of average is this?

\textbf{A.} Let $w_i=v_i^{-3}/S_3$ be the share of branch $i$ in the heat capacity. Then
\begin{equation}
\frac1{c^2}=3\sum_i w_i\frac1{v_i^2}.
\end{equation}
So $c$ lies between the smallest and largest $v_i/\sqrt3$. Equal speeds return $v/\sqrt3$. If the longitudinal speed grows without limit, its terms vanish from both sums and $c\to v_T/\sqrt3$.

\textbf{Q.} Could I use the Debye mean speed, which already fits the heat capacity?

\textbf{A.} For three branches it is defined by $3/v_D^3=S_3$. Power means of the positive numbers $1/v_i$ satisfy $(S_5/3)^{1/5}\ge(S_3/3)^{1/3}=1/v_D$. Thus $S_5\ge3/v_D^5$, and
\begin{equation}
c^2=\frac{S_3}{3S_5}\le
\frac{3/v_D^3}{9/v_D^5}=\frac{v_D^2}{3}.
\end{equation}
The Debye estimate is too high unless all speeds agree. It fits the energy content but underestimates the inertia of the drift.

\section{Collisions and damping}

\textbf{Q.} Collision rates vary with branch and frequency. Why are they absent from $c$?

\textbf{A.} Write $\delta n=n_0(n_0+1)\phi$ and use the inner product
\begin{equation}
\langle\phi|\chi\rangle=\sum_i\int\frac{d^3k}{(2\pi)^3}\,n_0(n_0+1)\phi\chi .
\end{equation}
For a wave $e^{iqz+\lambda t}$, the linearized Boltzmann equation is
\begin{equation}
\lambda\phi=-iqV\phi-N\phi,\qquad V=v_i\mu .
\label{kinetic}
\end{equation}
The collision operator $N$ is symmetric and damps everything except the conserved quantities. Those that matter for a longitudinal wave are the energy, $x$, and the momentum along $z$, proportional to $x\mu/v_i$. Let $e$ and $p$ be these functions after normalization. Both are even or odd in $\mu$, so $V$ has no diagonal elements between them. Its off-diagonal element is, after common factors cancel,
\begin{equation}
\langle e|V|p\rangle=
\frac{S_3/3}{\sqrt{S_3\,(S_5/3)}}=\sqrt{\frac{S_3}{3S_5}}=c .
\end{equation}
At small $q$ the slow modes are $\phi_\pm=(e\pm p)/\sqrt2$, with $\lambda=\mp iqc$. The rates enter in the next order.

If the branches exchanged neither energy nor momentum, each would have its own conserved pair and its own wave at $v_i/\sqrt3$. Thus mixing is a condition of \eqref{result}.

\textbf{Q.} What is that next order?

\textbf{A.} Take one rate, $N=R/\tau_N$, where $R$ removes the components along $e$ and $p$. The fast part of \eqref{kinetic} is, to leading order,
\begin{equation}
0=-iqRV\phi_\pm-\phi_1/\tau_N
\quad\Rightarrow\quad \phi_1=-iq\tau_NRV\phi_\pm .
\end{equation}
Putting $\phi_1$ back into $-iqV\phi$ and projecting on $\phi_\pm$ adds $-\Gamma_N$ to $\lambda$, with
\begin{equation}
\Gamma_N=q^2\tau_N\langle\phi_\pm|VRV|\phi_\pm\rangle
=\frac{q^2\tau_N}{2}\left(\|RVe\|^2+\|RVp\|^2\right).
\end{equation}
The cross terms vanish because $Ve$ is odd and $Vp$ even in $\mu$. The norms before projection are
\begin{equation}
\|Ve\|^2=\frac{S_1}{3S_3}\equiv c_D^2,\qquad
\|Vp\|^2=\frac{S_3/5}{S_5/3}=\frac95c^2 .
\end{equation}
The projection removes $c^2$ from each, since $\langle p|V|e\rangle=\langle e|V|p\rangle=c$. Hence
\begin{equation}
\Gamma_N=\frac{q^2\tau_N}{2}
\left[c_D^2-c^2+\frac45c^2\right].
\label{gamma}
\end{equation}
The difference $c_D^2-c^2$ is a squared norm, so it cannot be negative. It vanishes when all speeds agree; the last term remains as the viscosity of the phonon gas.

\textbf{Q.} And if momentum leaks to impurities or the lattice?

\textbf{A.} Add $-\rho\mathbf u/\tau_R$ to the right side of \eqref{momentum}. The two equations become
\begin{align}
\lambda C\,\delta T+iq\frac{TC}{3}u&=0,\\
\rho\left(\lambda+\frac1{\tau_R}\right)u+iq\frac C3\delta T&=0 .
\end{align}
A nonzero solution needs a vanishing determinant:
\begin{equation}
\lambda^2+\frac{\lambda}{\tau_R}+c^2q^2=0,\quad
\lambda=-\frac1{2\tau_R}\pm
\sqrt{\frac1{4\tau_R^2}-c^2q^2}.
\label{loss}
\end{equation}
These equations assume that normal collisions are much faster than both the wave and the momentum loss. Then, at real $q$, there is a travelling wave if $2cq\tau_R>1$. Otherwise both roots are real. For $cq\tau_R\ll1$, the slower root is $\lambda\simeq-c^2\tau_Rq^2$, which is diffusion.

\section{A cryogenic crystal}

\textbf{Q.} Give me numbers for a material in which this could matter.

\textbf{A.} Take a crystal like sodium fluoride at 15 K, with rough typical constants $C_{11}=110$, $C_{12}=23$ and $C_{44}=29$ GPa and an assumed density of 2850 kg/m$^3$. Voigt averages give an isotropic substitute:
\begin{align}
K&=\frac{C_{11}+2C_{12}}3=52\ \text{GPa},\\
G&=\frac{C_{11}-C_{12}+3C_{44}}5=34.8\ \text{GPa}.
\end{align}
Then $v_L=\sqrt{(K+4G/3)/\rho_m}=5.876$ km/s and $v_T=\sqrt{G/\rho_m}=3.494$ km/s, where $\rho_m$ is the mass density. The extra digits only keep the arithmetic reproducible; the inputs are rough. Counting the transverse branch twice,
\begin{equation}
c=\sqrt{\frac{0.0518}{3(0.003982)}}\ \text{km/s}=2.08\ \text{km/s}.
\end{equation}
This is close to the isolated transverse value, 2.02 km/s, because the longitudinal branch supplies 9.5\% of the heat capacity and 3.6\% of $\rho$. The Debye estimate is 2.23 km/s, about 7\% above \eqref{result}.

A path of 8 mm takes $8/2.08=3.8\ \mu$s. For a running wave, \eqref{energy} gives $\Omega C\delta T=qTCu/3$, so $u=3c\,\delta T/T$ and $Q=cC\delta T$. With $\delta T=0.1$ K and $C\approx7.1\times10^3$ J/(m$^3$ K) from \eqref{C}, the drift amplitude is 42 m/s and the heat-flux amplitude about 150 W/cm$^2$. The drift is about 1\% of $v_T$, small enough for linearization as a first approximation.

\textbf{Q.} Would the wave survive that path?

\textbf{A.} Assume a frequency of 0.3 MHz, $\tau_N=0.05\ \mu$s and $\tau_R=5\ \mu$s. The times are rough assumptions. They give $\Omega\tau_N=0.094$ and $\Omega\tau_R=9.4$, inside the window \eqref{window}. The damping rates are $\Gamma_N=0.080$ and $1/(2\tau_R)=0.100\ \mu$s$^{-1}$. Let momentum loss be elastic scattering at rate $1/\tau_R$ into all directions and branches, so that only the isotropic part at each energy survives it. Diagonalizing \eqref{kinetic} with both processes then gives a total of $0.179\ \mu$s$^{-1}$, so the amplitude left after the transit time is $e^{-0.179\times3.84}\approx0.50$. The speed changes by $-0.05\%$. These values hold for a wave of fixed real $q$ that decays in time. A source of fixed frequency instead gives a wave that decays along its path; its speed shift is different, though still below 1\% here. A short pulse contains many frequencies and will also change shape.

The assumed $\tau_R$ is optimistic. The diffusive root of \eqref{loss} gives a thermal conductivity $Cc^2\tau_R\approx1.5\times10^3$ W/(cm K), about six times the peak of roughly 240 W/(cm K) reported for the purest sodium fluoride. Matching that peak needs $\tau_R\approx0.8\ \mu$s. Then $\Omega\tau_R\approx1.5$, outside the window \eqref{window}, and less than a tenth of the amplitude is left after 8 mm. Sample walls also limit the measured conductivity, so the bulk time may be longer, but the factor 0.50 belongs to an idealized crystal.

\section{Where the speed shifts or disappears}

\textbf{Q.} Is 15 K really low enough for straight dispersion lines?

\textbf{A.} Not for an accuracy of a few per cent. With dispersion, let $\delta\Pi=A\,\delta T$. The integrands of $A$ and of the energy flux differ by a factor $T$, so $Q=TAu$ and $c^2=TA^2/(C\rho)$.

For one branch take $\omega=(2vk_D/\pi)\sin(\pi k/2k_D)\simeq vk(1-bk^2)$, with $b=\pi^2/(24k_D^2)$. Put $\kappa=\omega/v$, so $k\simeq\kappa(1+b\kappa^2)$. Since $(d\omega/dk)\,dk=d\omega$, the weights become
\begin{align}
A:&\quad k^3\omega\,d\omega\propto\kappa^4(1+3b\kappa^2)\,d\kappa,\\
C:&\quad \omega^2k^2\,dk\propto\kappa^4(1+5b\kappa^2)\,d\kappa,\\
\rho:&\quad k^4\,dk\propto\kappa^4(1+7b\kappa^2)\,d\kappa .
\end{align}
Thus $\delta c^2/c^2=(6-5-7)b\overline{\kappa^2}$, and $\delta c/c=-3b\overline{\kappa^2}$. The mean contains $J_6=\int_0^\infty x^6n_0(n_0+1)dx=16\pi^6/21$:
\begin{equation}
\overline{\kappa^2}=\left(\frac{k_BT}{\hbar v}\right)^2\frac{J_6}{J_4}
=\frac{20\pi^2}{7}\left(\frac{k_BT}{\hbar v}\right)^2,
\end{equation}
and therefore
\begin{equation}
\frac{\delta c}{c}=-\frac{5\pi^4}{14}
\left(\frac{k_BT}{\hbar vk_D}\right)^2 .
\end{equation}

Here $k_D$ is the radius of the Debye sphere, which holds one wavevector per formula unit. With four formula units in a cube of side $a=0.46$ nm, $k_D^3/(6\pi^2)=4/a^3$ and $k_D=13.45$ nm$^{-1}$. For all three branches, direct integration up to $k_D$ gives shifts of $-0.68\%$ at 5 K, $-8.3\%$ at 15 K and $-42\%$ at 30 K. A pure $T^2$ law scaled from 5 K would give $-6.1\%$ at 15 K, so higher terms already count. The same bending raises $C$ at 15 K by roughly a tenth, so the heat capacity, drift, flux and damping quoted above are values for straight dispersion lines. At 30 K, \eqref{result} is no longer a useful estimate in this model.

\textbf{Q.} Real sodium fluoride is not elastically isotropic either.

\textbf{A.} For a cubic crystal with phase speeds $s_i(\hat{\mathbf k})$, average the momentum flux over the three axes. Its integrand contains $\mathbf k\cdot\nabla_{\mathbf k}\omega/3=\omega/3$, because $\omega$ is proportional to $k$ along each direction. Thus $A=C/3$ still holds. Direction averages replace the powers in $C$ and $\rho$:
\begin{equation}
c^2=\frac13\frac{\sum_i\langle s_i^{-3}\rangle}
{\sum_i\langle s_i^{-5}\rangle}.
\end{equation}
With the same elastic constants this gives 2.03 km/s, 2.5\% below the Voigt result. Thermal expansion is far smaller: with a rough Gr\"uneisen parameter $\gamma=1.5$, the volume expansion coefficient is $\alpha=\gamma C/K$, and the relative difference between heat capacities at constant pressure and volume is $\alpha^2KT/C=\gamma^2CT/K=4.6\times10^{-6}$.

\textbf{Q.} So what may I say about a real crystal, or about a chip?

\textbf{A.} Second sound has been observed in very pure sodium fluoride at temperatures of this order. For the present inputs, dispersion is the largest computed correction to the speed; with $\tau_R\approx0.8\ \mu$s, \eqref{loss} would lower the speed at fixed $q$ and 0.3 MHz by a comparable 6\%. Multiplying its factor by that for anisotropy, as if they were independent, gives $2.08\times0.917\times0.975\approx1.9$ km/s. The sine law is itself a model, and real relaxation times depend on frequency, temperature and purity. In an ordinary chip at room temperature, the low-temperature assumption fails and momentum-destroying collisions are frequent. If normal collisions are still much the faster ones and $2cq\tau_R<1$, \eqref{loss} has no travelling wave at real $q$, so there is no second-sound speed to correct. If they are not, \eqref{loss} itself no longer applies. The numerical output lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
Rough NaF-like inputs
C11: 110 GPa
C12: 23 GPa
C44: 29 GPa
mass density: 2850 kg/m^3
lattice constant: 0.46 nm
Grueneisen parameter: 1.5
temperature: 15 K
path length: 8 mm
heat-wave frequency: 0.3 MHz
normal time tau_N: 0.05 us
momentum-loss time tau_R: 5 us
temperature amplitude: 0.1 K
Ideal result
Voigt bulk modulus: 52 GPa
Voigt shear modulus: 34.8 GPa
longitudinal speed: 5.876 km/s
transverse speed (two branches): 3.494 km/s
sum v^-3: 0.0518 (km/s)^-3
sum v^-5: 0.003982 (km/s)^-5
longitudinal share of heat capacity: 9.52 %
longitudinal share of drift density: 3.59 %
second-sound speed, formula: 2.0825 km/s
same, drifting distribution: 2.0825 km/s
same, kinetic eigenmode: 2.0825 km/s
isolated longitudinal wave: 3.392 km/s
isolated transverse wave: 2.017 km/s
Debye-mean-speed estimate: 2.234 km/s
its excess over formula: 7.26 %
heat capacity: 7128 J/(m^3 K)
drift density rho: 0.002739 kg/m^3
transit time: 3.841 us
drift velocity amplitude: 41.65 m/s
heat-flux amplitude: 148.4 W/cm^2
Neglected effects
Debye wavevector: 13.45 1/nm
dispersion shift of speed at 5 K: -0.677 %
dispersion shift of speed at 15 K: -8.31 %
dispersion shift of speed at 30 K: -41.6 %
speed with cubic anisotropy: 2.031 km/s
anisotropy shift: -2.48 %
Omega tau_N: 0.0942
Omega tau_R: 9.42
heat wavelength: 6.94 mm
transverse normal free path: 0.175 mm
finite-time shift of speed: -0.0495 %
normal damping rate, formula: 0.0801 1/us
momentum-loss damping rate: 0.1 1/us
total damping rate, kinetic: 0.179 1/us
amplitude left after transit: 0.502
thermal-expansion coupling: 4.6e-06
\end{verbatim}
